\section*{Discharge Heat in a Threshold Selector and Its Series Memory}

\section{Heat released when a selector fires}

A crossbar line of 50 fF, charged to 3.00 V, discharges through a threshold selector and a memory in series. The memory is a 10 k$\Omega$ resistor, and the conducting selector adds 2 k$\Omega$. The memory thus holds five sixths of the resistance, yet it receives 82 fJ of the 187 fJ released, or 44\,\%. The rest heats the selector. The explanation lies in the part of the selector voltage that does not vanish as the current falls.

\subsection{Circuit and conventions}

One line is held at ground. The other has voltage $V$ and capacitance $C$, and the cell, meaning the selector and memory in series, connects the two. The current $i$ is positive when it flows from the charged line through the cell. The selector fires when the line voltage is $V_t$. Just before firing, a leakage current $I_{\rm off}$ flows, so that $V_t=V_{\rm th}+I_{\rm off}R_m$, where $V_{\rm th}$ is the threshold voltage of the selector alone and $R_m$ is the memory resistance. A leakage of 1 $\mu$A makes the difference 10 mV, which changes the total heat by 1.5 fJ.

After firing, the selector is described by
\begin{equation}
v_s=V_0+R_{\rm on}i,\qquad i\ge I_h ,
\label{branch}
\end{equation}
and it turns off when the current falls to the hold current $I_h$. The hold voltage is the selector voltage at that point, $V_h=V_0+R_{\rm on}I_h$. The memory obeys $v_m=R_m i$, and we write $R=R_{\rm on}+R_m$. At first the selector is taken to reach the branch (\ref{branch}) instantly, and the source that charged the line is taken to supply no current during the discharge. Both assumptions are relaxed below.

\subsection{The total}

The charge leaving the line in a time $dt$ is $i\,dt=-C\,dV$. The power entering the cell is $Vi$, because $V=v_s+v_m$. If the line ends at $V_f$,
\begin{equation}
E_{\rm tot}=\int Vi\,dt=-C\int_{V_t}^{V_f}V\,dV
=\tfrac12C\left(V_t^2-V_f^2\right).
\label{total}
\end{equation}
No current--voltage law was used, so the total depends on the path through the end voltage alone.

The end voltage is not $V_h$. When the selector turns off, the memory still carries $I_h$, so
\begin{equation}
V_f=V_h+R_mI_h=V_0+RI_h .
\label{end}
\end{equation}
The simpler expression $\frac12C(V_{\rm th}^2-V_h^2)$ therefore holds when both $R_mI_h$ and $I_{\rm off}R_m$ are negligible.

The capacitance in (\ref{total}) includes coupling to neighbouring lines held at fixed bias. Let $C=C_g+C_n$, with $C_g$ to ground and $C_n$ to lines at $V_n$. The stored energy falls by
\[
\tfrac12C_g(V_t^2-V_f^2)+\tfrac12C_n\left[(V_t-V_n)^2-(V_f-V_n)^2\right].
\]
Expanding the squares, the second term is $\frac12C_n(V_t^2-V_f^2)-C_nV_n(V_t-V_f)$. Meanwhile the charge $C_n(V_n-V)$ on the neighbours grows by $C_n(V_t-V_f)$, so their bias sources do work $C_nV_n(V_t-V_f)$. This cancels the negative term, and the sum is (\ref{total}). The heat in the cell is thus not in general the loss of stored energy.

\subsection{The division between selector and memory}

Kirchhoff's voltage law, $V=V_0+Ri$, gives
\begin{equation}
i=\frac{V-V_0}{R}.
\label{current}
\end{equation}
The memory heat follows by replacing $i\,dt$ with $-C\,dV$ and reversing the limits:
\begin{align}
E_{\rm mem}&=\int R_mi^2\,dt
=R_mC\int_{V_f}^{V_t}\frac{V-V_0}{R}\,dV \nonumber\\
&=\frac{R_m}{R}\,\frac C2\left[(V_t-V_0)^2-(V_f-V_0)^2\right].
\label{mem}
\end{align}
In the same way, using (\ref{branch}),
\begin{align}
E_{\rm sel}&=C\int_{V_f}^{V_t}\left[V_0+R_{\rm on}\frac{V-V_0}{R}\right]dV
\nonumber\\
&=CV_0(V_t-V_f)+\frac{R_{\rm on}}{R}\,\frac C2
\left[(V_t-V_0)^2-(V_f-V_0)^2\right].
\label{sel}
\end{align}
To add the two, note that the resistance fractions sum to one and that the bracket factors as $(V_t-V_f)(V_t+V_f-2V_0)$. Hence
\[
E_{\rm sel}+E_{\rm mem}=\tfrac12C(V_t-V_f)\left[2V_0+V_t+V_f-2V_0\right],
\]
which is (\ref{total}). Dividing (\ref{mem}) by (\ref{total}) gives the memory's share,
\begin{equation}
\frac{E_{\rm mem}}{E_{\rm tot}}
=\frac{R_m}{R}\,\frac{V_t+V_f-2V_0}{V_t+V_f}.
\label{share}
\end{equation}
The first factor is the resistive divider. The second is the fraction of the energy left for the resistances after each unit of charge has given up $V_0$ in the selector.

The discharge must start with more than the hold current, so latching requires
\begin{equation}
V_t-V_0>RI_h .
\label{latch}
\end{equation}
As $R$ approaches this limit, $V_f$ approaches $V_t$ and all the heats vanish. The duration follows from differentiating (\ref{current}), which gives $RC\,di/dt=-i$. The current decays from $i_0=(V_t-V_0)/R$ to $I_h$ in
\begin{equation}
t_d=RC\ln\frac{i_0}{I_h}.
\label{duration}
\end{equation}

When $I_h\to0$, both $V_f$ and $V_0$ become $V_h$, and
\begin{align}
E_{\rm mem}&=\frac{R_m}{R}\,\frac C2(V_t-V_h)^2,\nonumber\\
E_{\rm sel}&=CV_h(V_t-V_h)+\frac{R_{\rm on}}{R}\,\frac C2(V_t-V_h)^2 .
\label{limit}
\end{align}

\subsection{Numbers for a phase-change cell}

Take $V_0=1.00$ V and $I_h=20$ $\mu$A. Then $V_h=1.00+0.04=1.04$ V and $V_f=1.00+12\,{\rm k}\Omega\times20\,\mu{\rm A}=1.24$ V. Since $C/2=25$ fJ/V$^2$,
\begin{align*}
E_{\rm tot}&=25\,(3.00^2-1.24^2)=186.6\ {\rm fJ},\\
E_{\rm mem}&=\tfrac{10}{12}\times25\,(2.00^2-0.24^2)=82.1\ {\rm fJ},\\
E_{\rm sel}&=50\times1.00\times1.76+16.4=104.4\ {\rm fJ}.
\end{align*}
Integrating the circuit equations in time gives the same three heats. The constant voltage $V_0$ accounts for 88.0 fJ of the selector's part. In (\ref{share}) the factors are $0.833$ and $2.24/4.24=0.528$, whose product is the 44\,\% of the opening.

Stopping at $V_h$ instead of $V_f$ would give 198.0 fJ, 6\,\% above the correct total. The difference is energy that stays stored on the line. With $I_h\to0$ the total is 200.0 fJ, of which the memory takes 83.3 fJ. The discharge lasts 1.27 ns, and by (\ref{latch}) the largest memory resistance that latches at this $V_t$ is $2.00\,{\rm V}/20\,\mu{\rm A}-2\,{\rm k}\Omega=98$ k$\Omega$.

If half the capacitance goes to neighbours at 1.50 V, the stored energy falls by 120.6 fJ and the bias sources supply 66.0 fJ. The cell still receives 186.6 fJ.

\subsection{A memory that is not ohmic}

If $R_{\rm on}=0$, the selector voltage is $V_0$ throughout, and
\begin{equation}
E_{\rm sel}=V_0\int i\,dt=CV_0(V_t-V_f)
\label{constant}
\end{equation}
for any memory law. Subtracting this from (\ref{total}) leaves $\frac12C[(V_t-V_0)^2-(V_f-V_0)^2]$ for the memory. The law enters through $V_f$, the voltage at which the current reaches $I_h$. For $i=20\,\mu{\rm A}\,\sinh(v_m/0.5\,{\rm V})$ the line stops at 1.441 V. The selector receives 78.0 fJ and the memory 95.1 fJ, both in agreement with time integration.

\subsection{A selector that collapses in finite time}

While the selector voltage is still falling, it lies above the final branch: $v_s\ge V_0+R_{\rm on}i$. Since $v_s=V-R_mi$, this means $i\le(V-V_0)/R$ at each line voltage. At turn-off $i=I_h$, so the same inequality makes the end voltage at least $V_f$. With $i\ge0$, the line voltage falls steadily and the memory heat is $R_mC\int i\,dV$. Both the integrand and the range are no larger than in (\ref{mem}), which is therefore an upper bound on the memory heat for such a collapse.

An explicit case is an excess voltage that decays exponentially,
\[
v_s=V_0+R_{\rm on}i+(V_t-V_0)e^{-t/\tau}.
\]
Then $Ri=V-V_0-(V_t-V_0)e^{-t/\tau}$ and $i(0)=0$. Differentiating, inserting $dV/dt=-i/C$ and writing $T=RC$, we obtain
\begin{equation}
\frac{di}{dt}+\frac iT=\frac{i_0}{\tau}e^{-t/\tau},\qquad
i=\frac{i_0T}{\tau-T}\left(e^{-t/\tau}-e^{-t/T}\right).
\label{slow}
\end{equation}
For $I_h\to0$ the integral runs over all times:
\begin{align}
\int_0^\infty i^2dt
&=\frac{i_0^2T^2}{(\tau-T)^2}\left[\frac\tau2+\frac T2-\frac{2\tau T}{\tau+T}\right]
\nonumber\\
&=\frac{i_0^2T^2}{(\tau-T)^2}\,\frac{(\tau-T)^2}{2(\tau+T)}
=\frac{i_0^2T}{2(1+\tau/T)} .
\label{square}
\end{align}
Multiplying by $R_m$ and using $i_0^2T=C(V_t-V_0)^2/R$ gives
\begin{equation}
E_{\rm mem}=\frac{R_m}{R}\,\frac C2\,\frac{(V_t-V_0)^2}{1+\tau/RC}.
\label{reduced}
\end{equation}
The total is unchanged in this limit, so the heat missing from the memory appears in the selector.

The current peaks where $di/dt=0$, that is, where $e^{-t/T}=(T/\tau)e^{-t/\tau}$. With $x=\tau/T$ this gives $e^{-t/\tau}=x^{1/(1-x)}$, and (\ref{slow}) becomes
\begin{equation}
i_{\rm peak}=\frac{i_0}{x}\,x^{1/(1-x)}=i_0\,x^{x/(1-x)} .
\label{peak}
\end{equation}
For finite $I_h$, latching now requires $i_{\rm peak}>I_h$, which is stricter than (\ref{latch}).

In the example $RC=0.60$ ns and $i_0=167$ $\mu$A. With the hold current kept at 20 $\mu$A, a collapse time of 0.5 ns lowers the peak to 67 $\mu$A and the memory heat from 82 to 44 fJ, while the selector heat rises from 104 to 140 fJ. At 2 ns the memory receives 15 fJ, but the selector heat is 126 fJ, less than at 0.5 ns. The peak is then 30 $\mu$A, the selector turns off with the line still at 1.84 V, and less energy is released altogether.

Equation (\ref{reduced}) also shows how line capacitance acts. At fixed voltages and resistances, the memory heat is proportional to $C$ when $RC\gg\tau$. When $RC\ll\tau$ it tends to $R_mC^2(V_t-V_0)^2/2\tau$, proportional to $C^2$. For $\tau=0.5$ ns and $I_h\to0$ it is 3.2 fJ at 10 fF and 357 fJ at 250 fF, a factor of 111 for 25 times the capacitance. With $I_h=20$ $\mu$A the $C^2$ regime is cut short: the memory receives 2.2 fJ at 10 fF, and below about 7 fF the peak current no longer reaches $I_h$ and the cell does not latch. Shortening the line lowers the memory heat more than proportionally if the collapse time does not change and the line resistance $R_w$, treated below, is small. Since $R_w$ shrinks with the line, the condition to first order is $\tau>R_wC/3$. For 3 k$\Omega$ per 50 fF and $\tau=0.5$ ns it holds up to about 150 fF, and on longer lines the heat falls less than proportionally. The peak temperature need not fall as fast, because it depends on how quickly the heat is released as well as on its amount.

\subsection{Source current and line resistance}

A source that supplies a constant $I_s<I_h$ changes the charge balance to $C\,dV/dt=I_s-i$. With instant collapse the end voltage is still $V_f$, and the heat in the cell is (\ref{total}) plus $I_s\int V\,dt$. Equation (\ref{current}) now gives $RC\,di/dt=I_s-i$, so the discharge lasts $RC\ln[(i_0-I_s)/(I_h-I_s)]$. For $I_s=10$ $\mu$A and instant collapse this is 1.65 ns. The extra heat is 29 fJ, 16\,\% of the original total, and the memory heat rises to 93 fJ. If $I_s>I_h$, the current settles at $I_s$ and the selector stays on; the discharge then merges into steady conduction.

The line itself has a resistance $R_w$. Let the cell sit at one end and let $s$ be the fractional distance from it. If $R_w\ll R$, all parts of the line discharge at nearly the same rate, and the current at $s$ is $i(1-s)$. The line heating is
\begin{equation}
i^2R_w\int_0^1(1-s)^2ds=\tfrac13R_wi^2 ,
\label{wire}
\end{equation}
so the line acts as a series resistance $R_w/3$ to first order in $R_w/R$. For $R_w=3$ k$\Omega$ this predicts that the line takes $1/13=7.7\,\%$ of the ohmic heat. A ladder of 60 segments gives 7.6\,\%. With $I_h\to0$ and instant collapse, the memory heat falls from 83 to 77 fJ.

\subsection{Temperature of the memory}

Energy alone does not fix the temperature, since heat leaves the memory during the pulse. Heat arriving from the selector is left out here. In a one-node model with thermal resistance $R_{\rm th}$ and thermal time $t_{\rm th}$, the temperature rise $\theta$ after instant collapse obeys
\begin{equation}
t_{\rm th}\frac{d\theta}{dt}+\theta=R_{\rm th}R_mi_0^2e^{-2t/RC},
\qquad \theta(0)=0 .
\label{thermal}
\end{equation}
Its solution is
\[
\theta=\frac{R_{\rm th}R_mi_0^2}{1-y}\left(e^{-2t/RC}-e^{-t/t_{\rm th}}\right),
\qquad y=\frac{2t_{\rm th}}{RC}.
\]
At the maximum $d\theta/dt=0$, which requires $e^{-t/t_{\rm th}}=y\,e^{-2t/RC}$ and hence $e^{-2t/RC}=y^{y/(1-y)}$. Equation (\ref{thermal}) then gives
\begin{equation}
\theta_{\rm max}=R_{\rm th}R_mi_0^2\,y^{y/(1-y)} .
\label{hot}
\end{equation}
For a memory 20 nm wide and 30 nm long with a heat capacity of 1.3 J/(cm$^3$\,K) and $R_{\rm th}=2$ K/$\mu$W, $t_{\rm th}=0.031$ ns and $y=0.104$. The initial power of 278 $\mu$W, if sustained, would give a temperature rise of 556 K. The last factor, 0.77, reduces this to 427 K, for a peak of about 730 K from an ambient 300 K. A collapse time of 0.5 ns lowers the peak to about 390 K. These temperatures are averages over the memory. If the electrodes stay cool, the middle is hotter than the ends, so part of the memory can melt while the average is still below the melting point. The selector releases more heat than the memory here, and if it lies close by it can raise the memory temperature considerably and move the hottest point towards itself.

\subsection{Comparison with real cells}

The parameters are rough typical values for a chalcogenide threshold selector in series with crystalline Ge$_2$Sb$_2$Te$_5$, which melts at roughly 900 K. With $R_{\rm th}=2$ K/$\mu$W the average temperature of the memory stays below melting. This does not rule out melting, because parts of the memory are hotter than the average, $R_{\rm th}$ is uncertain and the heat from the selector is left out. The value 2 K/$\mu$W is at the low end for this geometry, since thermal boundary resistance at the electrodes and walls can raise it severalfold, and with instant collapse (\ref{hot}) reaches 900 K already at $R_{\rm th}=3.1$ K/$\mu$W. With a collapse time of 0.5 ns the margin is much wider: the average melts at about 16 K/$\mu$W, or at 3.5 K/$\mu$W if all the selector heat entered the memory. A finite collapse time lowers the memory heat: 0.5 ns removes 46\,\% of it. A real memory is also not strictly ohmic, since its resistance can change with temperature and with field, which peaks here at 0.56 MV/cm. Halving $R_m$ throughout lowers the memory heat to 71 fJ and raises the selector heat to 121 fJ. The memory nevertheless gets hotter, because the initial power is larger: (\ref{hot}) gives a peak of about 860 K, and just over 900 K at $R_m=3$ k$\Omega$. If a warmer selector fires at 2.70 V, with everything else fixed, the total drops by 23\,\% and the memory heat by 28\,\%. An amorphous memory above 98 k$\Omega$ would not latch in this model at the same $V_t$, but amorphous Ge$_2$Sb$_2$Te$_5$ can itself switch at high field, and a constant $R_m$ then fails. Two omissions are negligible: a line inductance of 80 pH gives $L/R=7$ fs, and the selector's own capacitance releases 9 aJ within the selector. The numerical output lists the values used here.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Inputs: C 50 fF, V_t 3.00 V, V_0 1.00 V
R_on 2 kOhm, R_m 10 kOhm, I_h 20 uA
Hold voltage V_h 1.040 V; line end voltage 1.240 V
RC 0.600 ns; discharge duration 1.272 ns
Initial current, instant collapse 166.7 uA
Largest R_m that latches 98.0 kOhm
Total heat: formula 186.56, integrated 186.56 fJ
Selector heat: formula 104.43, integrated 104.43 fJ
  constant-voltage part 88.00 fJ
  ohmic part 16.43 fJ
Memory heat: formula 82.13, integrated 82.13 fJ
Memory share of total 44.0 %
Simple C/2 (V_t^2 - V_h^2) 197.96 fJ
Zero I_h: total 200.00, selector 116.67, memory 83.33 fJ
Sinh memory, R_on=0: end 1.441 V, selector 77.97, memory 95.14 fJ
Half of C to neighbours at 1.50 V: stored energy lost 120.56, bias work 66.00 fJ
Collapse time 0.1 ns: end 1.240 V, selector 116.33, memory 70.23 fJ
  peak current 116.5 uA, zero-I_h memory heat 71.43 fJ
Collapse time 0.5 ns: end 1.286 V, selector 139.70, memory 43.98 fJ
  peak current 67.0 uA, zero-I_h memory heat 45.45 fJ
Collapse time 2.0 ns: end 1.835 V, selector 125.85, memory 14.95 fJ
  peak current 29.8 uA, zero-I_h memory heat 19.23 fJ
Linear collapse in 0.8 ns: memory 54.76 fJ
C 10 fF, collapse 0.5 ns, zero I_h: memory 3.23 fJ
C 250 fF, collapse 0.5 ns, zero I_h: memory 357.14 fJ
Source 10 uA: extra heat 29.05 fJ, memory 92.58 fJ, duration 1.651 ns
Line 3 kOhm, zero I_h: wire 7.58, memory 77.02 fJ
  wire share of ohmic heat 7.58 %, R_w/3 rule 7.69 %
Leakage 1 uA: line threshold up 10 mV, total up 1.50 fJ
Hot memory, R_m halved: selector 121.43, memory 71.08 fJ
Threshold lowered to 2.70 V: total 143.81, memory 59.01 fJ
Selector's own capacitance 2.36 aF, its energy 9.35 aJ
Line inductance 80 pH: L/R 6.67 fs
Field at threshold in 15 nm selector 2.00 MV/cm
Peak field in 30 nm memory 0.56 MV/cm
Memory width 20 nm, heat capacity 1.3 J/(cm3 K)
Thermal resistance 2.0 K/uW, thermal time 0.0312 ns
Peak memory temperature, instant collapse 727 K
Peak memory temperature, collapse 0.5 ns 389 K
Ambient 300 K; rough melting point 900 K
\end{verbatim}
